# Traces of Dirac matrices from the Clifford relation, part 2

Spin sums in tree-level quantum electrodynamics lead to traces of products of Dirac matrices, to be evaluated without choosing explicit matrices. The four $4\times4$ matrices $\gamma^\mu$, $\mu=0,1,2,3$, satisfy $\gamma^\mu\gamma^\nu+\gamma^\nu\gamma^\mu=2g^{\mu\nu}I$ with $g=\mathrm{diag}(1,-1,-1,-1)$ and $\mathrm{tr}\,I=4$. Repeated upper and lower indices are summed, and $a\cdot b=a^0b^0-\mathbf a\cdot\mathbf b$. To each four-vector $a_k$ with numerical components belongs the matrix $A_k=a_{k\mu}\gamma^\mu$, and $T(1,\ldots,m)=\mathrm{tr}(A_1\cdots A_m)$.

The rules for exchanging neighbours and for squares are

$$
AB=2(a\cdot b)I-BA, \tag{1}
$$

$$
A^2=(a\cdot a)I=a^2I. \tag{2}
$$

A trace is unchanged when its first matrix is moved to the end. In four dimensions,

$$
T(1,\ldots,m)=0\qquad(m\ \text{odd}). \tag{7}
$$

This fails for the three Pauli matrices, where $\mathrm{tr}(\sigma_x\sigma_y\sigma_z)=2i$. The traces of two and four matrices are

$$
T(1,2)=4\,a_1\cdot a_2, \tag{9}
$$

$$
\begin{aligned}
T(1,2,3,4)=4\big[&(a_1\cdot a_2)(a_3\cdot a_4)
-(a_1\cdot a_3)(a_2\cdot a_4)\\
&+(a_1\cdot a_4)(a_2\cdot a_3)\big]. \tag{10}
\end{aligned}
$$

For any even number of matrices, moving $A_1$ through the product gives the recursion

$$
T(1,\ldots,2n)=\sum_{k=2}^{2n}(-1)^k(a_1\cdot a_k)\,
\mathrm{tr}\,R_k, \tag{12}
$$

where $R_k$ is the product $A_2\cdots A_{2n}$ with $A_k$ removed and the remaining order kept.

A numerical example used six dimensionless vectors, written as (time; $x,y,z$):

$$
\begin{aligned}
a_1&=(2;1,0,0),&a_2&=(1;0,1,0),\\
a_3&=(1;0,0,1),&a_4&=(3;1,1,0),\\
a_5&=(2;0,1,1),&a_6&=(1;1,0,1).
\end{aligned}
$$

It gave $T(1,2,3,4)=28$ and $T(1,\ldots,6)=-48$.

### (h) The number of terms

**Question.** Apply the recursion until only scalar products remain. How many terms result for $2n$ general vectors, before equal or vanishing terms are combined?

**Solution.** Each use of the recursion joins the first remaining label to a partner and removes both. At the end every label belongs to one pair. A term is therefore a number $\pm4$ times a product of $n$ scalar products, and it corresponds to one way of dividing the $2n$ labels into pairs.

No pairing occurs twice. Two terms from different choices of $k$ differ in the partner of label 1. Two terms from the same $k$ differ in how the remaining labels are paired, and the same argument applies to them. No pairing is missing either, because every possible partner occurs in the sum at every stage.

Let $N_n$ be the number of terms. Label 1 has $2n-1$ possible partners, and each choice leaves $2n-2$ labels, which produce $N_{n-1}$ terms. Hence

$$
N_n=(2n-1)N_{n-1},\qquad N_1=1 .
$$

Repeated substitution gives

$$
N_n=(2n-1)(2n-3)\cdots3\cdot1=(2n-1)!!. \tag{13}
$$

The double exclamation mark denotes this product of odd numbers. For 2, 4, 6, 8 and 10 matrices, the numbers of terms are 1, 3, 15, 105 and 945.

The growth matters for practical work. If the vectors are known numerically, direct multiplication of $2n$ matrices needs $2n-1$ matrix products of 64 complex multiplications each, so its cost grows linearly with $n$, while the number of terms in the expansion grows as $(2n-1)!!$. For ten matrices the two costs are still of similar size; for longer products direct multiplication is far shorter than adding the terms one by one. The terms need not be added one by one, however. The recursion (12) is the row expansion of a Pfaffian: $T(1,\ldots,2n)$ equals 4 times the Pfaffian of the antisymmetric matrix with entries $a_i\cdot a_j$ for $i<j$. Elimination evaluates it with a cost growing as $n^3$, about 300 real multiplications for ten matrices and 500 for twelve, compared with about 2300 and 2800 for direct multiplication. In a symbolic calculation it helps to use $A^2=a^2I$ whenever equal matrices are neighbours, since this removes two matrices before the expansion begins.

### (i) The signs

**Question.** Find the sign of a term from its pairing. How many terms are positive and how many are negative?

**Solution.** Write the labels in order on a line and join each pair by an arc above the line. Two arcs cross when their ends alternate, as for the pairs $(1,3)$ and $(2,4)$. Let $c$ be the number of crossings.

Consider the arc from 1 to $k$. Between its ends lie $k-2$ labels. Some of them are paired with each other; these use up an even number of labels, and their arcs do not cross the arc $(1,k)$. Each of the others is paired with a label beyond $k$, and its arc crosses $(1,k)$ once. The number of crossings on this arc is therefore even or odd together with $k-2$. Its contribution to $(-1)^c$ is

$$
(-1)^{k-2}=(-1)^k,
$$

which is the sign in the recursion. Removing the arc does not change the crossings among the remaining arcs, so the argument can be repeated. The complete sign is

$$
\text{sign of a term}=(-1)^c. \tag{14}
$$

For four matrices, one pairing of the three has a crossing, and it is the one with the minus sign in equation (10).

To count the signs, set all vectors equal to a single vector $a$ with $a^2\ne0$. Since $A^2=a^2I$,

$$
\mathrm{tr}(A^{2n})=(a^2)^n\,\mathrm{tr}\,I=4(a^2)^n .
$$

In the expanded formula each product of scalar products becomes $(a^2)^n$. If $N_+$ terms are positive and $N_-$ are negative, the same trace is $4(N_+-N_-)(a^2)^n$. Comparison gives $N_+-N_-=1$. Together with $N_++N_-=(2n-1)!!$ this yields

$$
N_\pm=\tfrac12\left[(2n-1)!!\pm1\right].
$$

For six matrices there are 8 positive and 7 negative terms. For ten there are 473 and 472.

### (j) Whether the expansion could be shorter

**Question.** The pairings are distinct as lists of labels. Are their products of scalar products also linearly independent as functions of the vectors in four dimensions?

**Solution.** Suppose first that $n\le4$ and that some linear combination of the pairing products vanishes for all vectors. Select one pairing. Four-dimensional spacetime has four mutually orthogonal basis vectors, each with square $+1$ or $-1$. Give both members of the first pair one basis vector, both members of the second pair another, and so on.

A scalar product within a selected pair is then $\pm1$, while one between members of different pairs is zero. Every other pairing joins members of different pairs at least once, so its product vanishes. The linear combination reduces to $\pm1$ times the coefficient of the selected pairing, and that coefficient must be zero. Since any pairing could have been selected, all coefficients are zero. The products are independent for up to eight matrices, and the expansion into them is unique.

For $n=5$ there are not enough orthogonal directions. To find an explicit relation, divide the ten vectors into $a_1,\ldots,a_5$ and $b_1,\ldots,b_5$, and form the $5\times5$ array

$$
M_{ij}=a_i\cdot b_j=\sum_{\mu,\nu=0}^{3}a_{i\mu}g^{\mu\nu}b_{j\nu}.
$$

It is the product of a $5\times4$, a $4\times4$ and a $4\times5$ matrix, so its rank is at most four. A $5\times5$ matrix of rank below five has zero determinant:

$$
\det(a_i\cdot b_j)=0. \tag{15}
$$

Written out, the determinant is a sum of $5!=120$ different pairing products with coefficients $\pm1$. The 945 products for ten matrices are thus linearly dependent. The recursion remains correct and still generates 945 terms, but any multiple of equation (15) can be added without changing the value. This can shorten the result. In the trace of $A_1\cdots A_5B_1\cdots B_5$, the arcs from $a_i$ and $a_j$ with $i<j$ cross exactly when their partners among the $b$ vectors are also in increasing order. The number of crossings is therefore 10 minus the number of pairs in reversed order, and the sign $(-1)^c$ equals the sign of that product in the determinant. The 120 products thus add up to zero and can be omitted, which leaves 825 terms. For more than ten matrices, multiplying equation (15) by scalar products of the additional vectors again gives a relation. The number $(2n-1)!!$ is therefore the number of terms produced by the recursion, not in every case the smallest possible number.

### (k) Replacing a spin sum by a matrix

**Question.** Take units with $\hbar=c=1$. An electron of mass $m$ has four-momentum $p=(E;\mathbf p)$ with $p^2=m^2$ and $E>0$. Let $P=p_\mu\gamma^\mu$. Use a representation in which $\gamma^0$ is Hermitian and the three spatial matrices are anti-Hermitian. Construct the two spinors $u_s$ with $Pu_s=mu_s$ and $\bar u_ru_s=2m\delta_{rs}$, where $\bar u=u^\dagger\gamma^0$, and evaluate $\sum_su_s\bar u_s$.

**Solution.** The matrix $\gamma^0$ has square $I$ and, as an odd trace, trace zero. Its eigenvalues are therefore $+1$ twice and $-1$ twice. Let $\chi_1$ and $\chi_2$ be orthonormal eigenvectors with eigenvalue $+1$, and set

$$
u_s=\frac{(P+m)\chi_s}{\sqrt{E+m}} .
$$

Because $P^2=m^2$, the product $(P-m)(P+m)$ is zero, so $Pu_s=mu_s$.

The Hermiticity properties give $P^\dagger\gamma^0=\gamma^0P$. With $\chi_s^\dagger\gamma^0=\chi_s^\dagger$ this leads to

$$
\bar u_s=\frac{\chi_s^\dagger(P+m)}{\sqrt{E+m}} .
$$

Expanding the square and using $P^2=m^2$,

$$
(P+m)^2=2m^2+2mP=2m(P+m). \tag{16}
$$

For a spatial matrix $\gamma^i$, insert $\gamma^0$ next to $\chi_s$ and move it to the left: $\chi_r^\dagger\gamma^i\chi_s=-\chi_r^\dagger\gamma^i\chi_s=0$. Hence $\chi_r^\dagger P\chi_s=E\delta_{rs}$, and the normalization is

$$
\bar u_ru_s=\frac{2m\,\chi_r^\dagger(P+m)\chi_s}{E+m}=2m\delta_{rs}.
$$

For the sum, use the projector $\sum_s\chi_s\chi_s^\dagger=(I+\gamma^0)/2$:

$$
\sum_su_s\bar u_s=
\frac{(P+m)^2+(P+m)\gamma^0(P+m)}{2(E+m)} .
$$

The exchange rule gives $P\gamma^0=2E-\gamma^0P$, so

$$
\begin{aligned}
(P+m)\gamma^0(P+m)&=2E(P+m)+\gamma^0(m-P)(m+P)\\
&=2E(P+m).
\end{aligned}
$$

Together with equation (16), the numerator is $2(m+E)(P+m)$. Therefore

$$
\sum_su_s\bar u_s=P+m. \tag{17}
$$

### (l) An electron scattered by a Coulomb potential

**Question.** An electron scatters from a static Coulomb potential, treated to first order. Find the spin factor of the probability, averaged over initial and summed over final spins. Evaluate it for $|\mathbf p|=0.75\,m_ec$ and a scattering angle $\theta=90^\circ$.

**Solution.** The first-order amplitude is the matrix element of the potential energy between two plane waves. The potential does not act on the spinor components, so the amplitude is a Fourier transform of the potential times $u'^\dagger u=\bar u'\gamma^0u$. A static potential conserves energy: $E'=E$ and $|\mathbf p'|=|\mathbf p|$. The spin factor is

$$
X=\tfrac12\sum_{s,s'}|\bar u'\gamma^0u|^2
=\tfrac12\sum_{s,s'}\bar u'\gamma^0u\,\bar u\gamma^0u' .
$$

The complex conjugate was found from $(u'^\dagger u)^*=u^\dagger u'=\bar u\gamma^0u'$. A number of the form $\bar u'Yu'$ equals $\mathrm{tr}(u'\bar u'Y)$, so equation (17) gives

$$
X=\tfrac12\mathrm{tr}[(P'+m)\gamma^0(P+m)\gamma^0].
$$

The terms linear in $m$ contain three matrices and vanish. In the others, $\gamma^0$ belongs to the vector $(1;0,0,0)$, whose square is 1 and whose scalar product with $p$ or $p'$ is $E$. Equations (10) and (9) give

$$
\begin{aligned}
\mathrm{tr}(P'\gamma^0P\gamma^0)&=4(2E^2-p\cdot p'),\\
m^2\,\mathrm{tr}(\gamma^0\gamma^0)&=4m^2 .
\end{aligned}
$$

Half their sum is $X=2(2E^2-p\cdot p'+m^2)$. Now insert $p\cdot p'=E^2-|\mathbf p|^2\cos\theta$ and $m^2=E^2-|\mathbf p|^2$:

$$
X=2[2E^2-|\mathbf p|^2(1-\cos\theta)].
$$

With $1-\cos\theta=2\sin^2(\theta/2)$ and the speed $\beta=|\mathbf p|/E$ in units of $c$,

$$
X=4E^2\left[1-\beta^2\sin^2(\theta/2)\right]. \tag{18}
$$

For slow electrons $X$ tends to $4m^2$ at every angle. In this limit $P$ and $P'$ both tend to $m\gamma^0$, so the spinors of part (k) tend to $\sqrt{2m}\,\chi_s$ and $u_{s'}'^\dagger u_s\to2m\delta_{s's}$. The spin is unchanged, and $X\to\tfrac12\cdot2\cdot(2m)^2=4m^2$. For backward scattering, $\theta=180^\circ$, it is $4E^2(1-\beta^2)=4m^2$, which vanishes for a massless particle. The reason lies in the wave equation. Without mass, $Pu=0$ can be written as $Eu=H(\mathbf p)u$, with $H(\mathbf p)=\gamma^0\boldsymbol\gamma\cdot\mathbf p$ Hermitian and $H(-\mathbf p)=-H(\mathbf p)$. The backward spinor $u'$ is then an eigenvector of $H(\mathbf p)$ with eigenvalue $-E$. It is orthogonal to $u$, so $u'^\dagger u=0$.

For the numerical case, $E=\sqrt{1+0.75^2}=1.25$ in units of $m_ec^2$, and $\beta=0.75/1.25=0.6$. At $90^\circ$ the cosine is zero, so $p\cdot p'=1.25^2=1.5625$ in units of $(m_ec)^2$. In the same units the four-matrix trace is $4(3.125-1.5625)=6.25$ and the mass term is 4. Hence

$$
X=\tfrac12(6.25+4)\,(m_ec)^2=5.125\,(m_ec)^2 .
$$

Equation (18) gives the same value, $6.25\times0.82=5.125$. The bracket 0.82 means that $X$ is 18% below its forward value at the same energy. Summing the squared amplitudes of explicit spinors also gives 5.125. In Hartree atomic units $m_ec$ is $137.036\,\hbar/a_0$, where $a_0$ is the Bohr radius, and $X=9.624\times10^4\,(\hbar/a_0)^2$.

Equation (18) holds to first order in the potential. For a point nucleus of charge $Z$ this requires $Z\alpha/\beta\ll1$, with $\alpha\approx1/137$, a condition that fails for heavy nuclei and for very slow electrons. At $\beta=0.6$ and $90^\circ$, the exact Dirac–Coulomb cross section divided by the Rutherford one, which at first order is the bracket 0.82, is 0.823 for $Z=1$, 0.876 for $Z=14$, 0.980 for $Z=29$ and 1.69 for $Z=79$. Higher orders add amplitudes with further matrices between the spinors, and the spin factor then no longer separates in this form.

## Computed values

```
Pairing terms in the trace of 2n matrices (pure numbers):
  2n=2: terms 1, plus 1, minus 0, independent 1
  2n=4: terms 3, plus 2, minus 1, independent 3
  2n=6: terms 15, plus 8, minus 7, independent 15
  2n=8: terms 105, plus 53, minus 52, independent 105
  2n=10: terms 945, plus 473, minus 472
Largest odd trace, lengths 1,3,5,7: below 1e-8: True
Trace of the three Pauli matrices: 2 i
Six vectors (time; x, y, z), pure numbers:
  a1 = (2; 1, 0, 0)
  a2 = (1; 0, 1, 0)
  a3 = (1; 0, 0, 1)
  a4 = (3; 1, 1, 0)
  a5 = (2; 0, 1, 1)
  a6 = (1; 1, 0, 1)
Scalar products:
  a1.a2 = 2, a1.a3 = 2, a1.a4 = 5, a1.a5 = 4, a1.a6 = 1
  a2.a3 = 1, a2.a4 = 2, a2.a5 = 1, a2.a6 = 1
  a3.a4 = 3, a3.a5 = 1, a3.a6 = 0
  a4.a5 = 5, a4.a6 = 2
  a5.a6 = 1
T(1234): formula 28, matrices 28
Contributions to T(123456):
  partner 2: sign +1, a1.a2 = 2, T(rest) = 4, part = 8
  partner 3: sign -1, a1.a3 = 2, T(rest) = 20, part = -40
  partner 4: sign +1, a1.a4 = 5, T(rest) = 8, part = 40
  partner 5: sign -1, a1.a5 = 4, T(rest) = 20, part = -80
  partner 6: sign +1, a1.a6 = 1, T(rest) = 24, part = 24
T(123456): recursion -48, matrices -48
Coulomb scattering of an electron:
  momentum |p| = 0.75 m_e c
  scattering angle = 90 degrees
  energy E = 1.25 m_e c^2
  speed beta = 0.6 c
  p.p' = 1.5625 (m_e c)^2
  four-matrix trace = 6.25 (m_e c)^2
  two-matrix (mass) trace = 4 (m_e c)^2
  bracket 1 - beta^2 sin^2(theta/2) = 0.8200
  spin factor X from traces = 5.1250 (m_e c)^2
  spin factor X from spinors = 5.1250 (m_e c)^2
  speed of light = 137.0360 atomic units
  spin factor X = 96241.7 atomic units (hbar/a0)^2
```
